Truncated transport integrals and the thermal conductivity of a metal

PROBLEM

A numerical calculation of electron transport integrates over a finite range of energy. The natural choice is a window centred on the chemical potential μ, a few times k_B T wide on either side. This exercise asks what such a window does to the electrical and to the electronic thermal conductivity of a metal.

The metal is degenerate: μ, measured from the band edge, is much larger than k_B T. Electrons scatter elastically, so each energy E carries its own current, described by an energy-resolved conductivity σ(E). This function is flat, σ(E) = σ0, over the energies that matter. Use the reduced energy and the Fermi function

x = (E − μ)/(k_B T),  f(x) = 1/(eˣ + 1).

The window is |x| ≤ c. Temperature, chemical potential and σ0 are held fixed when the truncated and full results are compared, and the truncated integrals are not rescaled.

(a) Express the electrical conductivity, and the thermal conductivity at zero electric current, through moments of −df/dx.

(b) What fraction of the electrical conductivity is lost at c = 5?

(c) What fraction of the electronic thermal conductivity is lost at c = 5?

(d) Explain the ratio of the two losses. Does dividing the truncated thermal conductivity by the truncated electrical one repair the error?

(e) Apply the results to thin normal-metal wiring in a liquid-helium cryostat, with σ0 = 100 MS/m, T = 4 K, μ = 7 eV and thickness 100 nm. Estimate the effects that the model leaves out.


HINTS

For (a), a gradient of μ and a gradient of T both change f at fixed E. Write both changes with the common factor −df/dx. Heat carried by an electron is its energy measured from μ.

For (b), the integrand is a total derivative.

For (c), compute the discarded tails instead of the retained part. Integrate by parts twice, using the fact that f is itself the derivative of −ln(1 + e⁻ˣ). Setting c = 0 in the tail formula then gives the full integral.

For (d), ask for the average of x² over the electrical weight that was thrown away.

For (e), compare scattering rates with the elastic rate that σ0 implies, and compare heat carried by lattice vibrations with heat carried by electrons.


FULL SOLUTION

(a) The two conductivities

Let the gradients point along z, and let μ(z) be the electrochemical potential, with electrostatic energy included. To first order in the gradients, the particle current and the heat current are

J_N = −(1/e²) ∫ σ(E) (∂f/∂z) dE,
J_Q = −(1/e²) ∫ σ(E) (E − μ) (∂f/∂z) dE.

The derivative is taken at fixed total energy E. The prefactor follows from Ohm's law. At uniform T, with flat σ and no truncation, the first line gives J_N = −(σ0/e²) dμ/dz. An electric field ℰ exerts the force −eℰ on an electron, so dμ/dz = eℰ in a uniform metal. The charge current is then −e J_N = σ0 ℰ, as it must be.

Since x depends on z through μ and T,

∂x/∂z = −(1/k_B T) dμ/dz − (x/T) dT/dz.

Multiplying by df/dx gives

∂f/∂z = (−df/dx) [ (1/k_B T) dμ/dz + (x/T) dT/dz ].

Define the moments over the window,

K_n = ∫ (σ/σ0) xⁿ (−df/dx) dx, from −c to c.

With dE = k_B T dx and E − μ = k_B T x, the currents become

J_N = −(σ0/e²) [ K₀ dμ/dz + k_B K₁ dT/dz ],
J_Q = −(σ0/e²) k_B T [ K₁ dμ/dz + k_B K₂ dT/dz ].

At uniform temperature the electrical conductivity is therefore σ0 K₀. For the thermal conductivity, no electric current flows, so J_N = 0 and

dμ/dz = −k_B (K₁/K₀) dT/dz.

Inserting this into J_Q and using J_Q = −κ dT/dz gives

κ = σ0 (k_B/e)² T (K₂ − K₁²/K₀).

The subtracted term describes the voltage that builds up to stop the current. For flat σ it vanishes, because

−df/dx = eˣ/(eˣ + 1)² = 1/[4 cosh²(x/2)]

is even in x, while K₁ contains one extra odd factor. This uses the centring of the window: a window displaced from μ would leave K₁ different from zero even with flat σ.

The full integrals start at the band edge, x = −μ/(k_B T). Degeneracy allows this limit to be replaced by −∞, with an error of order e^(−μ/k_B T), apart from powers of μ/(k_B T).

(b) Electrical loss

The zeroth moment follows at once:

K₀(c) = f(−c) − f(c) = 1 − 2f(c) = tanh(c/2).

The second equality uses f(−c) = 1 − f(c). The full value is 1, so the lost fraction is

δ_el = 2f(c) = 2/(e^c + 1).

At c = 5 this is 0.0134. The electrical conductivity is low by 1.3 percent of its full value.

(c) Thermal loss

The part of K₂ outside the window consists of two equal tails. Call their sum R:

R(c) = 2 ∫ x² (−df/dx) dx, from c to ∞.

One integration by parts gives

R(c) = 2c² f(c) + 4 ∫ x f dx, from c to ∞,

because the boundary term −x² f vanishes at infinity and contributes +c² f(c) at the lower limit. Next use

f(x) = −(d/dx) ln(1 + e⁻ˣ).

A second integration by parts gives

∫ x f dx = c ln(1 + e^(−c)) + ∫ ln(1 + e⁻ˣ) dx,

with both integrals from c to ∞. Expand the last logarithm as e⁻ˣ − e⁻²ˣ/2 + e⁻³ˣ/3 − … and integrate each term. The result is

S(c) = e^(−c) − e^(−2c)/4 + e^(−3c)/9 − …

The exchange of sum and integral is safe even at c = 0. The series alternates with decreasing terms, so stopping after N terms makes an error no larger than the next term, and the integral of that term is at most 1/(N + 1)², which tends to zero. Collecting the pieces,

R(c) = 2c² f(c) + 4c ln(1 + e^(−c)) + 4S(c).

The full second moment is R(0), because at c = 0 the two tails cover the whole axis. The first two terms vanish there, leaving

R(0) = 4 (1 − 1/4 + 1/9 − …).

To sum this series, expand y² in cosines on −π ≤ y ≤ π. The mean value is π²/3, and two integrations by parts give the coefficient of cos(ky) as 4(−1)ᵏ/k². At y = 0,

0 = π²/3 − 4 (1 − 1/4 + 1/9 − …).

Hence R(0) = π²/3 = 3.28987, and the full thermal conductivity is

κ_full = (π²/3)(k_B/e)² σ0 T,

which is the Wiedemann–Franz law. The lost fraction is

δ_th = R(c)/(π²/3).

At c = 5 the tail formula gives R = 0.49586, so

K₂(5) = 3.28987 − 0.49586 = 2.79401,
δ_th = 0.49586/3.28987 = 0.151.

The same window that loses 1.3 percent of the electrical conductivity loses 15 percent of the electronic thermal conductivity.

(d) Why the losses differ, and what happens to their ratio

Both kernels contain −df/dx, which decays as e^(−|x|) far from μ, but the heat kernel has the extra factor x². One factor x appears because a temperature gradient changes the occupation in proportion to distance from μ. The other appears because an electron carries heat in proportion to that same distance.

The electrical kernel peaks at x = 0. The heat kernel vanishes there. Differentiating x²/cosh²(x/2) and setting the result to zero gives

x tanh(x/2) = 2.

Its positive root, found numerically, is x = 2.40. Heat is thus carried mainly by two groups of electrons, one above and one below μ, and a cut at 5 lies only about twice as far out as their peaks.

The ratio of losses has a direct meaning. Dividing R by the discarded electrical weight 2f(c) gives the mean of x² in the tails. Dividing π²/3 by the full electrical weight, which is 1, gives the mean of x² over the whole kernel. Therefore

δ_th/δ_el = (mean x² in the tails)/(π²/3).

For large c, each of f(c), ln(1 + e^(−c)) and S(c) tends to e^(−c), so

R(c) ≈ 2(c² + 2c + 2) e^(−c),
mean x² in the tails ≈ c² + 2c + 2.

At c = 5 the estimate is 37 and the full expression gives 37.04. The ratio of losses is 37.04/3.29 = 11.3. It grows roughly as c² for wide windows, although both losses themselves become small:

c = 3: electrical loss 9.5 %, thermal loss 49.7 %
c = 5: electrical loss 1.3 %, thermal loss 15.1 %
c = 7: electrical loss 0.18 %, thermal loss 3.6 %
c = 10: electrical loss 0.009 %, thermal loss 0.34 %

The Lorenz number is L = κ/(σT), with σ the electrical conductivity from the same calculation. Its truncated value divided by its full value is

(K₂/K₀)/(π²/3) = (2.79401/0.98661)/3.28987 = 0.861.

It is low by 13.9 percent. Division by K₀ removes only the small electrical part of the error. A calculation with this window would therefore show an apparent violation of the Wiedemann–Franz law in a model that obeys it.

The opposite limit shows the same effect more strongly. For c ≪ 1 the kernel is nearly 1/4 throughout the window, so

K₀ ≈ c/2,  K₂ ≈ c³/6,

and the retained fraction of the Lorenz number is c²/π². A very narrow window still passes some charge current, but the electrons in it carry almost no heat relative to μ.

(e) Wiring at 4 K

The given values are round model parameters. At 4 K, k_B T = 0.3447 meV, so the window extends 5 × 0.3447 = 1.72 meV either side of μ. The ratio μ/(k_B T) is about 20 000, and the band edge plays no part.

The full Lorenz number is 2.443 × 10⁻⁸ W Ω/K². Hence

κ_full = (1.00 × 10⁸ S/m)(2.443 × 10⁻⁸ W Ω/K²)(4 K) = 9.77 W/(m K).

The truncated results are

σ_cut = 0.98661 × 100 MS/m = 98.7 MS/m,
κ_cut = (2.79401/3.28987) × 9.77 W/(m K) = 8.30 W/(m K).

An electrical result that looks sound to about one percent thus accompanies a heat conductivity that is low by 1.47 W/(m K).

Energy dependence of σ. For free electrons with a constant relaxation time, σ(E) varies as E^(3/2), with E measured from the band edge. Across the whole window this is a relative change of 7 × 10⁻⁴. Numerical integration with this σ(E) shifts the lost fractions by at most 2 × 10⁻⁹. The shift is so small because the linear part of the variation is odd in x: it drops out of K₀ and K₂ and enters κ through K₁² alone. What remains is of order (k_B T/μ)².

Heat carried by the lattice. Take three acoustic branches with frequency ω = sq and a rough sound speed s = 2500 m/s. At low temperature their energy density is

U = (3/2π²) ∫ q² ħsq/[exp(ħsq/k_B T) − 1] dq = π² (k_B T)⁴/[10(ħs)³],

where the integral of y³/(e^y − 1) from 0 to ∞ equals π⁴/15. Differentiation with respect to T gives the heat capacity

C = (2π²/5) k_B (k_B T/ħs)³ = 501 J/(m³ K).

With a phonon mean free path equal to the thickness d, kinetic theory gives

κ_lat = C s d/3 = 501 × 2500 × 10⁻⁷/3 = 0.042 W/(m K),

or 0.43 percent of κ_full. This is only an order-of-magnitude estimate. Phonons moving nearly parallel to the film travel farther than d between surfaces, so even with diffusely scattering surfaces the effective path along the film can be a few times d, and the lattice share about one percent. Smoother surfaces would raise it further. If they reflected phonons like mirrors, the path would be limited by absorption in the conduction electrons, and its size depends on how each branch couples to them. If all three branches couple equally, with the strength λ = 0.2 used below, the path is one to two micrometres and the lattice share several percent. If the transverse branches couple as weakly as free-electron theory gives, their path is of order ten micrometres and the share can reach a few tens of percent.

Inelastic scattering. The free-electron density is

n = (2mμ)^(3/2)/(3π²ħ³) = 8.41 × 10²⁸ m⁻³,

and the elastic rate implied by σ0 is

1/τ = n e²/(m σ0) = 2.37 × 10¹³ s⁻¹.

The mean free path, speed times τ, is 66 nm. It is comparable with the thickness, so surfaces may contribute to the scattering; σ0 is the conductivity of the film itself and already includes them.

For phonons, assume the coupling spectrum λ(ω/ω_D)² with a rough λ = 0.2. One atom per conduction electron gives a Debye temperature Θ = ħs(6π²n)^(1/3)/k_B = 326 K. Adding emission and absorption, with both out- and in-scattering, gives the relaxation rate of an electron at x:

1/τ_ph = 2πλ (k_B T/ħ)(T/Θ)² ∫ y² [2n_B(y) + f(y + x) + f(y − x)] dy.

Here y = ħω/(k_B T) and n_B = 1/(e^y − 1). The upper limit may be taken as infinite because Θ ≫ T. At x = 5 the integral, done numerically, is 63.0. The rate is 6 × 10⁹ s⁻¹, about 3 × 10⁻⁴ of the elastic rate.

For collisions between electrons, the available phase space suggests a rate of order (k_B T)²(π² + x²)/(ħμ). With the prefactor simply set to one, this is about 4 × 10⁻⁵ of the elastic rate at x = 5. Elastic scattering is a good assumption for these parameters.

Comparison with real wiring. The chosen σ0 corresponds to a resistivity of 1 μΩ cm, suited to a fairly clean film of a good conductor; alloys and strongly disordered films conduct less well. Changing σ0 alone leaves both lost fractions unchanged, but it changes the lattice share. At 10 MS/m, with the lattice part held fixed at the estimate for a path d, that share would rise to 4.3 percent of the electronic part, and to more if the path is longer. Real wires also conduct heat through the lattice, which the window does not touch. With the lattice estimate for a path d, the loss relative to the total is 1.47/(9.77 + 0.04), or 15.0 percent instead of 15.1. A longer phonon path lowers this percentage further, but not the missing 1.47 W/(m K). Superconducting wiring lies outside the model: its energy gap removes the flat σ(E) near μ. So does a warm metal in which inelastic phonon scattering competes with elastic scattering.


VARIATION 1: A WINDOW FOR ONE PERCENT

How wide must the window be if each conductivity may lose 1 percent?

For the electrical conductivity, 2/(e^c + 1) = 0.01 gives e^c = 199 and c = 5.29.

For the thermal conductivity, the wide-window form of R gives

(6/π²)(c² + 2c + 2) e^(−c) = 0.01.

Taking logarithms turns this into

c = ln[ (600/π²)(c² + 2c + 2) ],

which can be iterated from c = 5. A numerical root of the full expression gives c = 8.65. At 4 K this is a half-width of 2.98 meV, against 1.72 meV for the original window. The condition applies to flat σ(E). If σ grows away from μ on both sides, the tails carry more weight and a wider window is needed. A purely linear tilt, as in the next variation, leaves K₀ and K₂ unchanged and does not call for a wider window.


VARIATION 2: A TILTED CONDUCTIVITY

Keep c = 5, but let σ(E) = σ0(1 + ax) inside the window, with a = 0.1. What happens to the truncated thermal conductivity?

The added term is odd. It leaves K₀ = 0.98661 and K₂ = 2.79401 unchanged and gives

K₁ = aK₂ = 0.279401.

The coefficient that replaces K₂ in κ is

K₂ − K₁²/K₀ = 2.79401 − (0.279401)²/0.98661 = 2.7149.

This is 2.8 percent below the flat value for the same window. The conductivity is now larger above μ than below it, so the opposite particle flows that a temperature gradient drives on the two sides of μ no longer cancel. The voltage that stops the resulting net current also drives back some heat. The correction is quadratic in a, so its sign does not depend on the direction of the tilt. Without the zero-current condition, at uniform electrochemical potential, the coefficient would remain K₂.
